# Why charged-defect energies in periodic slabs grow linearly with vacuum, part 2

We want the formation energy $\Delta H$ of a charged defect in a thin slab, calculated with the slab repeated along its normal $z$ with period $L$ and vacuum between the copies. Hartree atomic units are used: lengths in bohr, energies in hartree, charges in units of $e$; an electron has charge $-1$.

Each lateral cell has area $A$ and total charge $q$, confined to a thickness $d<L$. A uniform background neutralizes the periodic cell, and the average potential is zero. With $\lambda(z)$ the charge per unit length along $z$ in one cell, background excluded, the moments are $p=\int z\lambda\,dz$ and $M=\int z^2\lambda\,dz$. The label "open" means one laterally periodic slab without copies along $z$ or background. For a given charge distribution, up to exponentially small terms,

$$E_L=E_{\text{open}}+\frac{\pi q^2L}{6A}+\frac{2\pi(qM-p^2)}{AL}.$$

The linear term is the energy of a flat sheet of charge $q$ at $z=0$, whose potential is $\phi(z)=(q/A)\,g(z)$, with

$$g(z)=2\pi\left(\frac L6-|z|+\frac{z^2}{L}\right).$$

For $q=1$ and $A=400$ bohr$^2$ its slope is $0.001309$ hartree/bohr. Polarization of the slab leaves this term unchanged.

The formation energy is

$$\Delta H(L)=E_{\text{defect}}(L)-E_{\text{host}}(L)+q\,\varepsilon_{\text{ref}}(L)+\text{constants}.$$

The constants are the chemical potentials of exchanged atoms. The host is neutral and has no dipole along its normal; $E_{\text{host}}$ is independent of $L$ up to exponentially small terms. The reference $\varepsilon_{\text{ref}}$ is the highest filled level of the host, with open value $\varepsilon_{\text{open}}$:

$$\varepsilon_{\text{ref}}(L)=\varepsilon_{\text{open}}-\frac{2\pi M_{\text{host}}}{AL}.$$

An $\varepsilon$ without subscript is a dielectric constant.

Q. But the electrons also respond to the background and the copies. That response depends on $L$.

A. It does, and its size can be estimated. I consider a mean-field theory whose kinetic and exchange-correlation energies depend on the slab's own density or orbitals and not directly on $L$. Hartree theory and semilocal density functionals are of this kind. The energy to be made stationary is then

$$F_L=F_{\text{open}}+\frac{\pi q^2L}{6A}+\frac WL,\qquad W=\frac{2\pi(qM-p^2)}{A}.$$

The middle term is the same for every arrangement of the electrons and nuclei, so it exerts no force on them. Only $W/L$ can cause a rearrangement. Let $x$ measure a small displacement from the stable open state. To leading order,

$$F_{\text{open}}\approx F_0+\tfrac12kx^2,\qquad W\approx W_0+W_1x,\qquad k>0 .$$

Setting the derivative to zero gives $kx+W_1/L=0$, so $x=-W_1/(kL)$. Inserting this,

$$\frac{kx^2}{2}+\frac{W_1x}{L}=\frac{W_1^2}{2kL^2}-\frac{W_1^2}{kL^2}=-\frac{W_1^2}{2kL^2}.$$

The response adds a negative energy of order $1/L^2$. The argument needs a stable state that changes smoothly; a level crossing or a change of occupation would invalidate it.

Q. So what is the formation energy?

A. Subtract the host energy and add $q\varepsilon_{\text{ref}}$. The result is

$$\Delta H(L)=\Delta H_{\text{open}}+\frac{\pi q^2L}{6A}+\frac{2\pi[q(M_{\text{defect}}-M_{\text{host}})-p_{\text{defect}}^2]}{AL}+O(L^{-2}).$$

Here $\Delta H_{\text{open}}$ is the same difference formed from open quantities, and the moments are those of the open states. At fixed $A$ and $q\ne0$, the second term grows without bound while the others approach a constant. The sign of $q$ does not matter, as long as the charge stays on the slab.

Q. I should like to see it in a calculation where the electrons are free to respond.

A. Here is a model with round parameters, averaged over the plane. It has $A=400$ bohr$^2$ and 40 electrons per cell, 20 in each of two filled subbands. The positive core charge has a Gaussian profile of width $1.5$ bohr. A short-range well, $1.5$ hartree deep and $2$ bohr wide, also binds the electrons.

They move in the self-consistent Hartree potential, without exchange or correlation. The in-plane kinetic energy of the filled subbands is a constant and is left out. The equal occupations are imposed, as for the filled bands of an insulator; electrons free to move in the plane would pass from the upper subband into the lower one. The defect adds a weak well, $0.02$ hartree deep and $1$ bohr wide, and a core charge $q$ with the host's core profile. The number of electrons stays at 40, so the cell has total charge $q$. The model is symmetric about $z=0$, hence $p=0$.

Q. What do you compare with what?

A. One calculation solves the periodic slab at each $L$ and forms $\Delta H$ from its definition. The other solves the open slab once and adds our terms. For $q=+1$ the open calculation gives $-1.13758$ hartree, with $M_{\text{defect}}=7.2288$ and $M_{\text{host}}=2.6792$ $e$ bohr$^2$. At $L=40$ bohr the correction from the moments is

$$\frac{2\pi(7.2288-2.6792)}{400\times40}=0.00179\ \text{hartree}.$$

The prediction is therefore

$$-1.13758+0.05236+0.00179=-1.08343\ \text{hartree}.$$

The periodic calculation gives $-1.08347$ hartree. The results at the three periods, in hartree, are:

| $L$ (bohr) | Periodic | Predicted |
|---|---|---|
| 40 | $-1.08347$ | $-1.08343$ |
| 60 | $-1.05786$ | $-1.05785$ |
| 80 | $-1.03197$ | $-1.03196$ |

Q. A negative formation energy looks odd.

A. The atomic chemical potentials were set to zero, so the absolute value has no physical meaning here. The change with $L$ does not depend on that choice. From 40 to 80 bohr, $\Delta H$ rises by $0.0515$ hartree, or $1.40$ eV.

Q. The sheet energy rises by $0.0524$ hartree over the same range. Where is the rest?

A. The moment correction is positive and is halved when $L$ doubles. It falls from $0.00179$ to $0.00089$ hartree and so reduces the rise by about $0.0009$ hartree. For the same reason the slope between 60 and 80 bohr is $0.001294$ hartree/bohr, about one percent below the limiting value of $0.001309$.

Q. And the small differences between the two columns?

A. The periodic energies lie slightly below the predicted ones, as the neglected response energy requires. The differences are easier to read for $q=+2$: about $15$, $7$ and $4$ in units of $10^{-5}$ hartree at $L=40$, $60$ and $80$ bohr. Multiplied by $L^2$ they are nearly constant, which agrees with the $1/L^2$ estimate. With $p=0$, $W_1$ contains one factor of $q$, so this energy should also scale roughly as $q^2$. At $L=40$ bohr it is a little less than four times as large for $q=+2$ as for $q=+1$.

Q. Do the other charges behave as the formula says?

A. For $q=+2$ the slope between 60 and 80 bohr is $0.00518$ hartree/bohr, against a limiting value of $0.00524$, four times that of $q=+1$. For $q=-1$ it is $0.00130$, so the energy rises again. The neutral defect is the control. Its formation energy changes by less than $10^{-12}$ hartree between 40 and 80 bohr, although it has the same defect well.

Q. Perhaps the slope looks unscreened because your model electrons barely respond.

A. Compare the second moments of the defects with $q=+1$ and $q=0$. The added core charge alone would raise $M$ by $1.5^2=2.25$ $e$ bohr$^2$. The actual increase is $7.229-3.456=3.773$ $e$ bohr$^2$. Electrons enter $M$ with a negative sign, so their own second moment has fallen by about $1.52$ bohr$^2$. They have been drawn towards the centre. This changes the constant and the $1/L$ correction, while the limiting slope remains that of the bare charge.

Q. If I subtract the linear term, do I have the energy of an isolated defect?

A. Not yet. The defect still has copies in the plane, and $\Delta H_{\text{open}}$ depends on $A$. Consider a compact spherical charge in a square cell of side $a$, with nothing polarizable around it. The open interaction is $1/r$ plus a remainder $w(\mathbf r)$ due to the lateral copies. The background is absent from it, so $\nabla^2w=0$ near the charge. The average of such a function over a sphere equals its value at the centre. A spherical charge that does not overlap its copies therefore has

$$E_{\text{open}}=E_{\text{isolated}}+\tfrac12q^2w(0).$$

Scaling all lengths by one factor divides the whole open interaction by that factor. Hence $w(0)$ is proportional to $1/a$, and we may write $\tfrac12w(0)=\alpha/a$.

Q. What is $\alpha$, and has the limit been checked?

A. A three-dimensional Fourier sum for a Gaussian charge gives $\alpha=-1.950$ in atomic units. For $q=1$ and a width of 1 bohr, removing the $L$-dependent terms at $a=16$ and $32$ bohr and eliminating $\alpha/a$ between them gives $0.282096$ hartree. The isolated self-energy is $1/(2\sqrt\pi)=0.282095$ hartree.

Q. Then suppose I enlarge the cell in all directions at once.

A. Keep $L=\kappa a$, with $\kappa$ fixed and large enough for the exponential terms to be negligible. Since $A=a^2$, the two leading corrections combine to

$$\frac{\pi q^2\kappa a}{6a^2}+\frac{\alpha q^2}{a}=\frac{q^2}{a}\left(\frac{\pi\kappa}{6}+\alpha\right).$$

This tends to zero as $a$ grows. The divergence belongs to the limit $L\to\infty$ at fixed $A$. For this compact charge the two corrections cancel at $\kappa=-6\alpha/\pi=3.72$. I would not transfer that number to a slab, whose polarization also affects the interaction between lateral copies.

Q. You required the charge to stay on the slab. When does it fail to?

A. Compare the potential at the sheet with that midway between sheets:

$$\phi(0)-\phi(L/2)=\frac qA\left[\frac{\pi L}{3}-2\pi\left(\frac L6-\frac L2+\frac L4\right)\right]=\frac qA\left[\frac{\pi L}{3}+\frac{\pi L}{6}\right]=\frac{\pi qL}{2A}.$$

For positive $q$, an electron has its lower energy at the slab. The sheet's own term $-2\pi|z|$ would give a difference $\pi qL/A$ at $z=L/2$; the background's term $2\pi z^2/L$ removes half of it. For negative $q$ the order is reversed. The middle of the vacuum is lower for an electron by $\pi|q|L/(2A)$.

Let $I$ be the energy that binds the highest filled level to the slab. Electrons can lower their energy by leaving once the drop exceeds $I$, roughly at

$$L_{\text{spill}}=\frac{2AI}{\pi|q|}.$$

The estimate ignores the slab's thickness, the shift of the level on charging, and the small kinetic energy of an electron confined in the vacuum.

Q. Does that endanger your result for $q=-1$?

A. Not at the periods used. In this model, which leaves out the electrons' motion in the plane, the highest filled host level lies $0.694$ hartree below the vacuum. That is about 19 eV, far deeper than in a real slab, where $I$ must be taken from the highest filled state with its in-plane energy included. A value of 4 to 6 eV gives $L_{\text{spill}}$ of 37 to 56 bohr for the same $A$ and $q$, so a real negative defect can lose charge at periods like those used here. For the model the estimate is

$$L_{\text{spill}}=\frac{2\times400\times0.694}{\pi}\approx177\ \text{bohr}.$$

As a test, the program keeps the converged density of the negative slab and solves for the two lowest states in longer cells. At $L=141.5$ bohr both lie on the slab. At $L=230$ bohr at least one of them lies in the vacuum. This brackets the estimate without locating the threshold closely.

Q. So for a negative defect I cannot even take the limit of infinite vacuum?

A. Not with all electrons in their lowest states. In the open problem the potential energy of an electron keeps falling with distance from a negative sheet, so the state bound to the slab is metastable. The linear law describes that bound state. Beyond the crossover, a calculation that fills the lowest levels puts charge into the vacuum. Its energy then no longer refers to the defect you meant to study, and subtracting $\pi q^2L/(6A)$ will not repair it.

Q. What should I do with my own series of calculations?

A. Keep $A$ fixed, vary $L$, and plot $\Delta H-\pi q^2L/(6A)$ against $1/L$. If the charge is bound and the potentials share one zero, the points should approach a straight line with a finite intercept once $L$ is several times the slab thickness $d$. At smaller $L$ the response term bends them. For a uniform dielectric slab with the sheet at its centre this term is $-(1-1/\varepsilon)\pi q^2d^3/(6AL^2)$. With $\varepsilon=10$, $d=20$ bohr, $A=400$ bohr$^2$ and $q=1$ it amounts to $0.16$ eV at $L=40$ bohr, and a straight line through $L=40$, $60$ and $80$ bohr misses the intercept by about $0.09$ eV; a $1/L^2$ term must then be included in the fit. That intercept is $\Delta H_{\text{open}}$ for your lateral cell. Its dependence on $A$ must then be removed separately. If the points bend away at large $L$ for a negative defect, look at the density in the middle of the vacuum before looking for a better fit.

## Computed results

```
Cell area A = 400 bohr^2
Sheet slope, q=1: 0.001309 hartree/bohr = 0.03562 eV/bohr
Sheet energy, q=1, L=40 bohr: 0.05236 hartree = 1.425 eV
Sheet energy, q=1, L=60 bohr: 0.07854 hartree = 2.137 eV
Sheet energy, q=1, L=80 bohr: 0.10472 hartree = 2.850 eV
Lopsided layer: q=1.000 e, p=8.000 e bohr, M=9.620 e bohr^2
Lopsided layer, L=40 bohr: moment term -0.021355 hartree, identity error -5.1e-07 hartree
Slab: 40 electrons, core width 1.5 bohr
Slab well: depth 1.5 hartree, width 2.0 bohr
Defect well: depth 0.02 hartree, width 1.0 bohr
Host highest filled level, open: -0.69434 hartree
Host second moment M: 2.6792 e bohr^2
Defect q=+0: open formation energy -0.42365 hartree, M=3.4560 e bohr^2
  L=40 bohr: computed -0.42365, predicted -0.42365 hartree
  L=60 bohr: computed -0.42365, predicted -0.42365 hartree
  L=80 bohr: computed -0.42365, predicted -0.42365 hartree
  slope from L=60 to 80 bohr: -0.000000 hartree/bohr; law 0.000000
Defect q=+1: open formation energy -1.13758 hartree, M=7.2288 e bohr^2
  L=40 bohr: computed -1.08347, predicted -1.08343 hartree
  L=60 bohr: computed -1.05786, predicted -1.05785 hartree
  L=80 bohr: computed -1.03197, predicted -1.03196 hartree
  slope from L=60 to 80 bohr: 0.001294 hartree/bohr; law 0.001309
Defect q=+2: open formation energy -1.88248 hartree, M=10.9081 e bohr^2
  L=40 bohr: computed -1.66673, predicted -1.66658 hartree
  L=60 bohr: computed -1.56408, predicted -1.56401 hartree
  L=80 bohr: computed -1.46041, predicted -1.46037 hartree
  slope from L=60 to 80 bohr: 0.005184 hartree/bohr; law 0.005236
Defect q=-1: open formation energy 0.25904 hartree, M=-0.4244 e bohr^2
  L=40 bohr: computed 0.31257, predicted 0.31262 hartree
  L=60 bohr: computed 0.33837, predicted 0.33839 hartree
  L=80 bohr: computed 0.36436, predicted 0.36437 hartree
  slope from L=60 to 80 bohr: 0.001299 hartree/bohr; law 0.001309
Rise for q=+1 from L=40 to 80 bohr: 0.05150 hartree = 1.401 eV
Neutral defect, change L=40 to 80 bohr: -3.3e-13 hartree
Second moment added by q=+1: bare 2.250, with response 3.773 e bohr^2
Gaussian charge, width 1 bohr: isolated 0.282095 hartree, extrapolated 0.282096 hartree
Square-lattice constant alpha: -1.9501 hartree bohr
L/a where plate term cancels alpha/a: 3.724
Spill-out estimate for q=-1: L = 176.8 bohr
  L=141.5 bohr: smallest slab weight of the two lowest states 1.0000
  L=230.0 bohr: smallest slab weight of the two lowest states 0.0000
```
